# Largest ray deviation of silicon's pure-shear wave in the (1-10) plane: a program that tests the result

```python
"""Ray deviation of the pure-shear wave in the (1-10) plane of a cubic crystal.

Result under test: for a wave vector in the (1-10) plane at angle theta from
[001], the wave polarized along [1-10] carries energy at angle psi, with
    tan(psi) = (Cp/C44) tan(theta),   Cp = (C11 - C12)/2,
and the largest deviation delta = theta - psi over the plane obeys
    sin(delta_max) = (C44 - Cp)/(C44 + Cp).
Units: stiffness GPa, density g/cm3, speed km/s (GPa/(g/cm3) = km2/s2).
The reference side uses the full stiffness tensor in crystal axes.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

C11, C12, C44 = 165.7, 63.9, 79.6      # rough room-temperature silicon
rho = 2.329
Cp = (C11 - C12) / 2
e1 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
e2 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
e3 = np.array([0.0, 0.0, 1.0])


def stiffness_tensor():
    d = np.eye(3)
    tensor = C12 * np.einsum('ij,kl->ijkl', d, d)
    tensor += C44 * (np.einsum('ik,jl->ijkl', d, d)
                     + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        tensor[i, i, i, i] += C11 - C12 - 2 * C44
    return tensor


C = stiffness_tensor()


def modes(k):
    """Frequencies and polarizations (columns) for wave vector k."""
    values, vectors = np.linalg.eigh(np.einsum('ijkl,j,l->ik', C, k, k) / rho)
    return np.sqrt(values), vectors


def pure_shear(k):
    """Mode whose polarization is closest to [1-10]."""
    freq, pol = modes(k)
    j = np.argmax(np.abs(e2 @ pol))
    return freq[j], pol[:, j]


def energy_velocity(k, freq, pol):
    """Time-averaged energy flux over time-averaged energy density."""
    flux, energy = np.zeros(3), 0.0
    for phase in 2 * np.pi * np.arange(8) / 8:
        grad = -np.outer(pol, k) * np.sin(phase)
        velocity = pol * freq * np.sin(phase)
        stress = np.einsum('ijkl,kl->ij', C, grad)
        flux += -stress @ velocity
        energy += 0.5 * rho * velocity @ velocity + 0.5 * np.sum(stress * grad)
    return flux / energy


def direction(theta, tilt=0.0):
    inplane = np.sin(theta) * e1 + np.cos(theta) * e3
    return np.cos(tilt) * inplane + np.sin(tilt) * e2


def shear_ray(theta, tilt=0.0):
    k = direction(theta, tilt)
    freq, pol = pure_shear(k)
    return energy_velocity(k, freq, pol)


def ray_angle(ray):
    return np.arctan2(ray @ e1, ray @ e3)


def deviation(theta):
    return theta - ray_angle(shear_ray(theta))


# Speed, polarization, ray law, group velocity and in-plane spreading
s = Cp / C44
for degrees in (10.0, 30.0, 50.0, 75.0):
    th = np.radians(degrees)
    k = direction(th)
    freq, pol = pure_shear(k)
    ray = energy_velocity(k, freq, pol)
    assert abs(abs(pol @ e2) - 1) < 1e-10
    assert abs(rho * freq**2 - C44*np.cos(th)**2 - Cp*np.sin(th)**2) < 1e-9
    assert abs(np.tan(ray_angle(ray)) - s * np.tan(th)) < 1e-9
    assert abs(ray @ e2) < 1e-9
    step = 1e-5
    gradient = np.array([(pure_shear(k + step * a)[0]
                          - pure_shear(k - step * a)[0]) / (2 * step)
                         for a in np.eye(3)])
    assert np.max(np.abs(gradient - ray)) < 1e-6
    h = 1e-4
    slope = (ray_angle(shear_ray(th + h)) - ray_angle(shear_ray(th - h))) / (2*h)
    t = np.tan(th)
    assert abs(slope - s * (1 + t**2) / (1 + s**2 * t**2)) < 1e-6

# Largest deviation: numerical search against the closed formula
grid = np.radians(np.arange(0.51, 90.0, 0.5))
scan = np.array([deviation(th) for th in grid])
best = grid[np.argmax(scan)]
found = minimize_scalar(lambda th: -deviation(th), method='bounded',
                        bounds=(best - 0.02, best + 0.02),
                        options={'xatol': 1e-9})
delta = np.arcsin((C44 - Cp) / (C44 + Cp))
theta_max = np.arctan(np.sqrt(C44 / Cp))
assert abs(-found.fun - delta) < 1e-9
assert abs(found.x - theta_max) < 1e-5    # flat maximum limits the search
assert np.all(scan <= delta + 1e-10) and np.all(scan > 0)

k0 = direction(theta_max)
v_phase = pure_shear(k0)[0]
ray0 = shear_ray(theta_max)
v_ray = np.linalg.norm(ray0)
psi_max = ray_angle(ray0)
assert abs(theta_max + psi_max - np.pi / 2) < 1e-9
assert abs(rho * v_phase**2 - 2 * C44 * Cp / (C44 + Cp)) < 1e-9
assert abs(rho * v_ray**2 - (C44 + Cp) / 2) < 1e-9
assert abs(v_ray * np.cos(delta) - v_phase) < 1e-9

# Degeneracy of the two shear waves along [111]
theta_111 = np.arctan(np.sqrt(2))
f111 = modes(direction(theta_111))[0]
assert abs(f111[0] - f111[1]) < 1e-9
dev_111 = theta_111 - np.arctan(s * np.tan(theta_111))
assert abs(deviation(theta_111 - 1e-5) - dev_111) < 1e-5

# The other shear wave in the same plane
other = []
for th in grid:
    k = direction(th)
    freq, pol = modes(k)
    skip = np.argmax(np.abs(e2 @ pol))
    j = [i for i in range(3) if i != skip][0]
    other.append(th - ray_angle(energy_velocity(k, freq[j], pol[:, j])))
other = np.array(other)
i_other = np.argmax(np.abs(other))
assert abs(other[i_other]) > delta

# Out-of-plane amplification: perturbation formula against full calculation
sn, cs = np.sin(theta_max), np.cos(theta_max)
C11r = (C11 + C12) / 2 + C44
M = np.array([[C11r * sn**2 + C44 * cs**2, (C12 + C44) * sn * cs],
              [(C12 + C44) * sn * cs, C44 * sn**2 + C11 * cs**2]])
w = np.array([(C11 - C44) * sn, (C12 + C44) * cs])
B = C11r + w @ np.linalg.solve(rho * v_phase**2 * np.eye(2) - M, w)
F = B / (rho * v_phase * v_ray)
small = 1e-4
tilted = shear_ray(theta_max, small)
F_full = np.arcsin(tilted @ e2 / np.linalg.norm(tilted)) / small
assert abs(F_full / F - 1) < 1e-4


def max_deviation(ratio):
    return np.arcsin((1 - ratio) / (1 + ratio))


# Sensitivity to the stiffness ratio
eps = 1e-5
numeric = (max_deviation(s*np.exp(eps)) - max_deviation(s*np.exp(-eps))) / (2*eps)
assert abs(numeric + 0.5 * np.cos(delta)) < 1e-8

# Worked example: plate with faces normal to the wave vector
thickness, width, f_MHz = 10.0, 3.0, 100.0          # mm, mm, MHz
wavelength_um = v_phase * 1e3 / f_MHz
shift = thickness * np.tan(delta)
transit = thickness / v_phase                       # mm/(km/s) = microseconds
spread = wavelength_um * 1e-3 / width
ray_d = shear_ray(theta_max, spread)
out_angle = np.arcsin(ray_d @ e2 / np.linalg.norm(ray_d))
in_dev = theta_max - ray_angle(ray_d)
total = np.arccos(ray_d @ direction(theta_max, spread) / np.linalg.norm(ray_d))
a_si = physical_constants['lattice parameter of silicon'][0]
dispersion = (2 * np.pi * a_si / (wavelength_um * 1e-6))**2 / 24
d_error = max_deviation(s * 0.99) - delta
d_temp = max_deviation(s * (1 - 20e-6 * 100)) - delta
d_doping = max_deviation(s * 0.97) - delta

deg = np.degrees
print(f"C11, C12, C44 (rough inputs): {C11}, {C12}, {C44} GPa")
print(f"Cp = (C11-C12)/2: {Cp:.1f} GPa")
print(f"density (rough input): {rho} g/cm3")
print(f"ratio s = Cp/C44: {s:.4f}")
print(f"sin(delta_max): {np.sin(delta):.4f}")
print(f"tan(delta_max): {np.tan(delta):.4f}")
print(f"delta_max, formula: {deg(delta):.3f} deg")
print(f"delta_max, full tensor search: {deg(-found.fun):.3f} deg")
print(f"wave-vector angle at maximum: {deg(theta_max):.2f} deg")
print(f"ray angle at maximum: {deg(psi_max):.2f} deg")
print(f"rho v^2 at maximum (harmonic mean): {rho*v_phase**2:.2f} GPa")
print(f"rho vg^2 at maximum (arithmetic mean): {rho*v_ray**2:.2f} GPa")
print(f"phase speed at maximum: {v_phase:.3f} km/s")
print(f"energy speed at maximum: {v_ray:.3f} km/s")
print(f"in-plane spreading dpsi/dtheta at [001]: {s:.3f}")
print(f"in-plane spreading dpsi/dtheta at [110]: {1/s:.3f}")
print(f"angle of [111] from [001]: {deg(theta_111):.2f} deg")
print(f"distance of maximum from [111]: {deg(theta_111-theta_max):.2f} deg")
print(f"pure-shear deviation at [111]: {deg(dev_111):.2f} deg")
print(f"other shear wave, largest |deviation|: {deg(abs(other[i_other])):.1f} deg")
print(f"  at wave-vector angle: {deg(grid[i_other]):.0f} deg")
print(f"plate thickness, transducer width: {thickness}, {width} mm")
print(f"frequency: {f_MHz:.0f} MHz")
print(f"wavelength: {wavelength_um:.1f} um")
print(f"sideways beam shift: {shift:.2f} mm")
print(f"transit time: {transit:.3f} us")
print(f"diffraction angle wavelength/width: {deg(spread):.2f} deg")
print(f"B in out-of-plane formula: {B:.0f} GPa")
print(f"out-of-plane amplification F, formula: {F:.2f}")
print(f"out-of-plane amplification F, full tensor: {F_full:.2f}")
print("k tilted out of plane by the diffraction angle:")
print(f"  out-of-plane ray angle: {deg(out_angle):.2f} deg")
print(f"  out-of-plane ray shift at far face: "
      f"{thickness*(ray_d @ e2)/(ray_d @ k0):.2f} mm")
print(f"  in-plane part of deviation: {deg(in_dev):.2f} deg")
print(f"  total angle between k and ray: {deg(total):.2f} deg")
print(f"change of delta_max, ratio s 1% lower: {deg(d_error):+.2f} deg")
print(f"change, 100 K at 20 ppm/K mismatch (rough): {deg(d_temp):+.3f} deg")
print(f"change, Cp softened 3% by doping (rough): {deg(d_doping):+.2f} deg")
print(f"relative lattice dispersion (chain estimate): {dispersion:.1e}")
print("verified")
```

It prints:

```
C11, C12, C44 (rough inputs): 165.7, 63.9, 79.6 GPa
Cp = (C11-C12)/2: 50.9 GPa
density (rough input): 2.329 g/cm3
ratio s = Cp/C44: 0.6394
sin(delta_max): 0.2199
tan(delta_max): 0.2254
delta_max, formula: 12.705 deg
delta_max, full tensor search: 12.705 deg
wave-vector angle at maximum: 51.35 deg
ray angle at maximum: 38.65 deg
rho v^2 at maximum (harmonic mean): 62.09 GPa
rho vg^2 at maximum (arithmetic mean): 65.25 GPa
phase speed at maximum: 5.163 km/s
energy speed at maximum: 5.293 km/s
in-plane spreading dpsi/dtheta at [001]: 0.639
in-plane spreading dpsi/dtheta at [110]: 1.564
angle of [111] from [001]: 54.74 deg
distance of maximum from [111]: 3.38 deg
pure-shear deviation at [111]: 12.61 deg
other shear wave, largest |deviation|: 18.4 deg
  at wave-vector angle: 21 deg
plate thickness, transducer width: 10.0, 3.0 mm
frequency: 100 MHz
wavelength: 51.6 um
sideways beam shift: 2.25 mm
transit time: 1.937 us
diffraction angle wavelength/width: 0.99 deg
B in out-of-plane formula: 406 GPa
out-of-plane amplification F, formula: 6.38
out-of-plane amplification F, full tensor: 6.38
k tilted out of plane by the diffraction angle:
  out-of-plane ray angle: 6.00 deg
  out-of-plane ray shift at far face: 1.08 mm
  in-plane part of deviation: 12.25 deg
  total angle between k and ray: 13.21 deg
change of delta_max, ratio s 1% lower: +0.28 deg
change, 100 K at 20 ppm/K mismatch (rough): +0.056 deg
change, Cp softened 3% by doping (rough): +0.85 deg
relative lattice dispersion (chain estimate): 1.8e-10
verified
```
